# When Interstitial Supersaturation Follows the Square Root of Oxidation Rate

**Q.** I am told that oxidation injects silicon interstitials at a rate proportional to oxide growth, that their loss is quadratic, and that their steady supersaturation therefore scales as the square root of the oxidation rate. Equating $v$ to $C^2$ takes one line. What is there to derive?

**A.** The one line omits the interstitials that exist without oxidation. A crystal at temperature has an equilibrium concentration $C^*$, and supersaturation is measured from it. A balance that gives $C=0$ when growth stops cannot describe a small departure from $C^*$. We need the full balance before we can say where a square root appears.

**Q.** Start with injection, then. Why should it be proportional to growth?

**A.** By counting atoms, plus one assumption. Let the oxide thicken at speed $v$, and let it contain $N$ silicon atoms per unit volume. In a time $dt$, unit area of interface gains an oxide volume $v\,dt$, which contains $Nv\,dt$ silicon atoms. Suppose that for each atom built into the oxide, a number $\theta\ll1$ of atoms is pushed into the crystal as interstitials. The injected flux is

$$G=\theta N v .$$

The counting supplies $Nv$; the assumption is that $\theta$ does not depend on $v$. If instead $\theta\propto v^m$, then $G\propto v^{1+m}$, and every scaling law below changes accordingly.

**Q.** And the quadratic loss?

**A.** That is the premise of the model: interstitials disappear when two of them meet at the interface and are incorporated into the crystal there. At low occupancy, the number of interstitials at the interface is proportional to the concentration $C$ in the crystal just beneath it. If they meet at random, the number of pairs is proportional to $C^2$. I write the loss flux as $k_2C^2$, counted in atoms, so the fact that each event removes two atoms is already contained in $k_2$.

Other mechanisms give other powers. Recombination with vacancies held at a fixed concentration, for example, is linear in $C$.

**Q.** Then $\theta Nv=k_2C^2$, and the square root follows.

**A.** Set $v=0$ in that equation. It gives $C=0$, whereas the crystal must settle at $C^*$. The reverse process is missing: pairs of interstitials are also created thermally. Let their creation flux be $g_0$, independent of $C$ in the dilute limit and, by assumption, unchanged by oxidation. At equilibrium, creation and annihilation by this mechanism must balance:

$$g_0-k_2C^{*2}=0\quad\Rightarrow\quad g_0=k_2C^{*2}.$$

The net loss flux is therefore

$$k_2C^2-g_0=k_2\left(C^2-C^{*2}\right).$$

**Q.** Why not make the loss quadratic in the excess, $k_2(C-C^*)^2$? It vanishes at equilibrium too, and it rescues the claim.

**A.** It has the wrong sign below equilibrium. If $C<C^*$, the crystal should generate interstitials, so the net loss must be negative. The square is positive there and would remove still more. The difference of squares factorizes as

$$C^2-C^{*2}=(C-C^*)(C+C^*),$$

which changes sign at $C^*$, as it must. The factorization also shows that close to equilibrium, where $C+C^*\approx2C^*$, pair loss is linear in the excess.

**Q.** You replaced a number of pairs by the square of an average. Particles come in integers. Does the replacement hold?

**A.** Consider a well-mixed domain containing $n$ interstitials. It has $n(n-1)/2$ pairs. Let pair annihilation occur at rate $\kappa n(n-1)$ and pair creation at rate $\kappa n_*^2$, where $n_*$ is the equilibrium mean. The Poisson distribution $P_n=e^{-n_*}n_*^n/n!$ satisfies

$$P_{n+2}\,\kappa(n+2)(n+1)=\kappa\frac{e^{-n_*}n_*^{n+2}}{n!}=P_n\,\kappa n_*^2 ,$$

so each annihilation is balanced by its reverse. This confirms the form of the creation term. Pair events alone never turn an even $n$ into an odd one; occasional exchange of single interstitials with the surrounding crystal, at equilibrium with it, connects the two sets and makes this Poisson distribution the only equilibrium.

Now inject single interstitials at rate $g$. Each pair event changes $n$ by two, so a steady mean requires

$$g+2\kappa n_*^2=2\kappa\langle n(n-1)\rangle .$$

With mean $m$ and variance $\sigma^2$, we have $\langle n^2\rangle=m^2+\sigma^2$, hence

$$\langle n(n-1)\rangle=m^2+(\sigma^2-m).$$

The rate law keeps $m^2$ and drops the bracket, which is justified when $|\sigma^2-m|\ll m^2$. For $n_*=20$ and an injection 100 times the thermal creation, both counted in atoms, the rate law gives $m=201.00$ and the full probability distribution gives $201.12$. The difference is about an eighth of one particle. The count does assume good mixing; if reacting pairs leave depleted neighbourhoods behind, the quadratic law itself can fail.

**Q.** Interstitials also diffuse away into the crystal. Where is that flux in your balance?

**A.** It depends on the geometry. Take a layer of thickness $L$ with the oxidizing interface at $x=0$, a back face at $x=L$ that reflects interstitials, and no sinks inside. In the steady state

$$D\frac{d^2C}{dx^2}=0,\qquad \left.\frac{dC}{dx}\right|_{x=L}=0 .$$

The first equation makes the slope constant, and the second makes that constant zero. So $C$ is uniform and no flux enters the layer. What is injected at the interface must be lost there.

With sinks in the interior or at the back face, a steady flux would flow inward and the balance would acquire another term. To see what such a term can do, I include a linear loss at the interface, $k_1(C-C^*)$, which also vanishes at equilibrium:

$$\theta Nv=k_2\left(C^2-C^{*2}\right)+k_1(C-C^*).$$

**Q.** Solve it. And say what you mean by supersaturation, because people use the word for both $C/C^*$ and $C/C^*-1$.

**A.** I call $s=C/C^*$ the ratio and $S=s-1$ the excess. Divide the balance by $k_2C^{*2}$ and define

$$v_c=\frac{k_2C^{*2}}{\theta N},\qquad r=\frac{v}{v_c}.$$

Here $v_c$ is the growth speed at which injection equals thermal pair creation. The balance becomes

$$r=s^2-1+\frac{k_1}{k_2C^*}(s-1).$$

Since $s=1+S$, we have $s^2-1=2S+S^2$. Collecting the linear terms,

$$r=S^2+\left(2+\frac{k_1}{k_2C^*}\right)S=S^2+2bS,\qquad b=1+\frac{k_1}{2k_2C^*}.$$

Add $b^2$ to both sides to complete the square:

$$(S+b)^2=b^2+r\quad\Rightarrow\quad S=\sqrt{b^2+r}-b .$$

The positive root is required because $S\ge0$ under injection. It is the sole admissible solution, since $S^2+2bS$ increases steadily for $S\ge0$. Without linear loss, $b=1$ and

$$\frac{C}{C^*}=\sqrt{1+\frac{v}{v_c}} .$$

**Q.** So there is a square root after all.

**A.** There is a square root of $1+v/v_c$, which is a power law in $v$ in one limit. For slow growth, $r\ll b^2$, expand the root:

$$S=b\sqrt{1+\frac{r}{b^2}}-b\approx b\left(1+\frac{r}{2b^2}\right)-b=\frac{r}{2b}.$$

The excess is then linear in the oxidation rate, even when all loss is by pairs. For fast growth, $r\gg b^2$,

$$S\approx\sqrt r=\sqrt{\frac{\theta Nv}{k_2C^{*2}}}\,,\qquad C\approx\sqrt{\frac{\theta Nv}{k_2}} .$$

In this limit $C^*$ drops out of the concentration, because thermal creation has become negligible. The claim is true here: the quadratic loss has to dominate both its own reverse process and the linear channel.

**Q.** An experiment covers a finite range of $v$ and reports a slope on a logarithmic plot. What slope do you predict?

**A.** Take the logarithm of $r=S(S+2b)$ and differentiate:

$$\frac{d\ln r}{d\ln S}=1+\frac{S}{S+2b}=\frac{2(S+b)}{S+2b}.$$

At fixed $v_c$, $d\ln r=d\ln v$, so the local exponent of the excess is the inverse:

$$p=\frac{d\ln S}{d\ln v}=\frac{S+2b}{2(S+b)}=\frac12\left(1+\frac{b}{S+b}\right).$$

It falls from 1 at small $S$ towards $1/2$ at large $S$. For the ratio, $d\ln s=dS/s=(S/s)\,d\ln S$, and hence

$$p_s=\frac{d\ln s}{d\ln v}=\frac{S}{1+S}\,p=\frac{S(S+2b)}{2(S+1)(S+b)} .$$

For $b=1$ this is $(s^2-1)/(2s^2)$, which rises from 0 towards $1/2$. The same data can thus show a slope above or below one half, according to which quantity is plotted.

**Q.** Put numbers in.

**A.** I use round model parameters, not data for silicon, in nanometres and seconds because atomic units are awkward for growth speeds:

- $N=20\ \mathrm{nm^{-3}}$ and $\theta=10^{-3}$;
- $C^*=10^{-6}\ \mathrm{nm^{-3}}$ and $k_2=2\times10^6\ \mathrm{nm^4/s}$;
- $L=1000\ \mathrm{nm}$ and $D=10^6\ \mathrm{nm^2/s}$;
- $v=0.01\ \mathrm{nm/s}$.

The injected flux is $G=10^{-3}\times20\times0.01=2\times10^{-4}\ \mathrm{nm^{-2}\,s^{-1}}$. Thermal pair creation supplies $k_2C^{*2}=2\times10^{-6}$ in the same unit. Their quotient is $r=100$, so $v_c=10^{-4}\ \mathrm{nm/s}$. Without linear loss,

$$\frac{C}{C^*}=\sqrt{101}=10.05,\qquad S=9.05 .$$

Numerical roots of the flux balance at other speeds give, for $b=1$:

| $v$ (nm/s) | $S$ | $p$ | $p_s$ |
|---|---|---|---|
| $10^{-5}$ | 0.049 | 0.977 | 0.045 |
| $10^{-4}$ | 0.414 | 0.854 | 0.250 |
| $10^{-3}$ | 2.32 | 0.651 | 0.455 |
| $10^{-2}$ | 9.05 | 0.550 | 0.495 |
| $1$ | 99.0 | 0.505 | 0.500 |

Quadrupling $v$ from $0.01\ \mathrm{nm/s}$ multiplies the excess by 2.10 and the ratio by 1.99. A pure square root would give 2.

**Q.** At $r=100$ the excess still misses the square root by nearly ten per cent. How fast must growth be before I may use it?

**A.** Let $q=b/\sqrt r$. Then

$$\frac{S}{\sqrt r}=\sqrt{1+q^2}-q ,$$

which decreases as $q$ grows. Ask for a shortfall $\varepsilon$ relative to $\sqrt r$, so that the right side equals $1-\varepsilon$. Move $q$ across and square:

$$1+q^2=(1-\varepsilon)^2+2(1-\varepsilon)q+q^2 .$$

The $q^2$ terms cancel, leaving

$$q=\frac{1-(1-\varepsilon)^2}{2(1-\varepsilon)},\qquad r=\frac{b^2}{q^2}.$$

For $\varepsilon=0.1$, $q=0.19/1.8=0.1056$ and $r=89.75\,b^2$. With $b=1$ the growth speed must reach $0.0090\ \mathrm{nm/s}$.

The ratio converges faster. For $b=1$, $s/\sqrt r=\sqrt{1+1/r}\approx1+1/(2r)$, which is 0.5% high at $r=100$. For $b=1$, the slow convergence of $S$ comes from subtracting 1 from a ratio that is itself close to $\sqrt r$. For $b>1$ the ratio loses most of this advantage: $s/\sqrt r\approx1-(b-1)/\sqrt r$ converges at the same order as $S$, and for $b=2$ it is 8% low at $r=100$.

**Q.** What does the linear channel do in your example?

**A.** Take $k_1=4\ \mathrm{nm/s}$. Since $k_2C^*=2\ \mathrm{nm/s}$, $b=1+4/(2\times2)=2$. At $v=0.01\ \mathrm{nm/s}$ the excess falls from 9.05 to

$$S=\sqrt{4+100}-2=8.20 ,$$

and its local exponent rises from 0.55 to 0.60. The speed needed for 10% accuracy grows by $b^2=4$, to $0.036\ \mathrm{nm/s}$. If $k_1\gg k_2C^*$, then $2b\approx k_1/(k_2C^*)$, and the slow-growth limit becomes

$$S\approx\frac{r}{2b}\approx\frac{\theta Nv}{k_1C^*},$$

which is what linear loss alone would give. A strong linear channel therefore extends the linear regime far above $v_c$.

**Q.** With that channel, does the exponent of the ratio still approach one half from below?

**A.** No. From the formula for $p_s$, the condition $p_s>1/2$ reads

$$S^2+2bS>(S+1)(S+b)=S^2+(b+1)S+b .$$

Cancelling $S^2$ and collecting terms gives $(b-1)S>b$. For $b=1$ this cannot be met. For $b=2$ it holds when $S>2$. The numerical slopes agree: $p_s=0.487$ at $S=1.74$, then $0.533$ at $S=8.20$, then $0.505$ at $S=98$. The exponent passes one half, overshoots and returns. A measured slope of one half at a single speed is therefore weak evidence for the square-root regime.

**Q.** All this is steady state. How long does it take to get there?

**A.** Suppose diffusion keeps the layer nearly uniform. Per unit area it holds $LC$ interstitials, so

$$L\frac{dC}{dt}=\theta Nv-k_2(C^2-C^{*2})-k_1(C-C^*).$$

Dividing by $LC^*$ and using the definitions of $r$ and $b$,

$$\frac{dS}{dt}=a\left(r-S^2-2bS\right),\qquad a=\frac{k_2C^*}{L}.$$

Let $y=S+b$ and $R=\sqrt{b^2+r}$. Because $S^2+2bS=y^2-b^2$, this becomes $dy/dt=a(R^2-y^2)$. Separate the variables and integrate from equilibrium, where $S=0$ and $y=b<R$:

$$\frac1R\left[\operatorname{artanh}\frac yR-\operatorname{artanh}\frac bR\right]=at ,$$

$$S(t)=R\tanh\left(aRt+\operatorname{artanh}\frac bR\right)-b .$$

Near the end, put $y=R-\delta$ with small $\delta$. Then $R^2-y^2\approx2R\delta$, so $d\delta/dt=-2aR\,\delta$, and the relaxation time is

$$\tau=\frac1{2aR}=\frac{L}{2k_2C^*(S+b)},$$

with $S$ the steady excess. In the example with $b=1$, $a=2/1000=0.002\ \mathrm{s^{-1}}$ and $R=10.05$, so $\tau=24.9\ \mathrm{s}$. With the other parameters fixed, faster growth raises the steady supersaturation and shortens the relaxation time, because pairs meet more often.

**Q.** You assumed the layer stays uniform while interstitials pour in at one face. How wrong is that?

**A.** Let $J$ be the net flux entering at the interface. If the whole layer fills at nearly the same rate, the flux falls linearly to zero at the back face:

$$-D\frac{dC}{dx}=J\left(1-\frac xL\right)\quad\Rightarrow\quad C(x)=C(0)-\frac JD\left(x-\frac{x^2}{2L}\right).$$

Averaging over the layer replaces the last bracket by $L/2-L/6=L/3$. The interface concentration thus exceeds the mean by $JL/(3D)$. During start-up from equilibrium $J\le G$, so the scale of the error in $S$ is at most $GL/(3DC^*)=0.067$.

A diffusion calculation through the layer, started from equilibrium, differs from the tanh formula by at most 0.0245, near 50 s, on a converged mesh (the 50-cell run listed below gives 0.024). At 25 s, for instance, the mean excess is 4.40 against 4.41. The late relaxation time is 25.2 s instead of 24.9 s. Both descriptions end at $S=9.05$, since the steady state is uniform whatever the value of $D$. In a layer so thick that $GL/(3DC^*)$ is comparable with $S$, the tanh formula would not be reliable.

**Q.** The interface also moves into the crystal. Doesn't it sweep up interstitials?

**A.** It does. If the oxide holds fewer silicon atoms per volume than the crystal, the interface advances into the crystal more slowly than the oxide thickens. The swept flux is then less than $vC$. Relative to injection,

$$\frac{vC}{\theta Nv}=\frac{C}{\theta N}=5\times10^{-4}$$

in the example, which justifies leaving it out. The loss of layer thickness affects $L$, which enters the relaxation time but not the steady excess.

**Q.** One last objection. Oxidation slows as the oxide thickens, so $v$ is never steady. What does a steady supersaturation mean then?

**A.** It means that $S$ follows the steady value $S_q(t)$ belonging to the current speed, provided that speed changes little during $\tau$. Write $S=S_q+\delta$ and linearize the rate equation. The steady terms cancel, leaving

$$\frac{dS}{dt}\approx-2a(S_q+b)\,\delta=-\frac{\delta}{\tau}.$$

To leading order in $\tau/t$, replace $dS/dt$ by $dS_q/dt$. Then $\delta=-\tau\,dS_q/dt$.

For diffusion-limited growth the thickness obeys $X^2=Bt$, so $v=dX/dt=\tfrac12\sqrt{B/t}$ and $d\ln v/dt=-1/(2t)$. Thin real oxides, such as the tens of nanometres of dry oxide grown in an hour, are still partly limited by the interface reaction; their speed falls more slowly than $t^{-1/2}$, and the time exponents below are then smaller in magnitude. With the exponent $p$ found earlier,

$$\frac{dS_q}{dt}=pS_q\frac{d\ln v}{dt}=-\frac{pS_q}{2t}\quad\Rightarrow\quad\delta=\frac{\tau pS_q}{2t}.$$

Once the initial rise from equilibrium is over, the lag is positive: the crystal remembers the faster growth of a moment ago. Let the speed fall in this way to $0.01\ \mathrm{nm/s}$ at $t=3600\ \mathrm{s}$, with $b=1$. Then

$$\delta=\frac{24.88\times0.550\times9.05}{2\times3600}=0.0172 .$$

Integrating the rate equation from 360 s gives 0.0173, about 0.2% of $S$. Both values keep $L$ fixed. By this time 72 nm of oxide has grown; with 50 atoms per $\mathrm{nm^3}$ in the crystal the layer is 3% thinner, which shifts the lag by about 0.0005. At this stage the steady formula may therefore be used with the current speed, for this thin reflecting layer. It does not carry over to a thick wafer that diffusion has not yet filled: with the same $D$ and $L=500\ \mathrm{\mu m}$, where $L^2/D=2.5\times10^5\ \mathrm{s}$, in-diffusion competes with pair loss, and at 3600 s the interface excess is 7.7 instead of 9.05 and its local time exponent is $-0.23$. Early in the oxidation, when $\tau$ is not small compared with $t$, it may not.

In the square-root regime, $S\propto v^{1/2}\propto t^{-1/4}$. At the speed of the example, $p=0.55$, and the local time exponent is $-p/2=-0.275$. As growth slows further, $r$ falls and the exponent of $S$ in $v$ moves back towards 1. A single long oxidation thus drifts away from the square-root regime without any change of mechanism, but slowly: in the example, $r$ has fallen to 24 and $p$ has risen only to 0.60 at $t=62500\ \mathrm{s}$, about 17 hours. The numerical output below lists the steady excess, the ratio and their exponents in $v$ for both values of $b$.

## Table of computed values

```
N = 20 nm^-3, theta = 0.001, Ceq = 1e-06 nm^-3
k2 = 2e+06 nm^4/s, L = 1000 nm, D = 1e+06 nm^2/s
growth speed v = 0.01 nm/s
injected flux = 2.000e-04 nm^-2 s^-1
thermal pair flux k2*Ceq^2 = 2.000e-06 nm^-2 s^-1
crossover speed vc = 1.000e-04 nm/s, r = v/vc = 100.00
k1 = 0 nm/s, b = 1.00: v (nm/s), S, C/Ceq, exponent of S, exponent of C/Ceq
  1e-05  0.04881  1.04881  0.9767  0.0455
  1e-04  0.41421  1.41421  0.8536  0.2500
  1e-03  2.31662  3.31662  0.6508  0.4545
  1e-02  9.04988  10.04988  0.5498  0.4950
  1e-01  30.63858  31.63858  0.5158  0.4995
  1e+00  99.00500  100.00500  0.5050  0.5000
k1 = 4 nm/s, b = 2.00: v (nm/s), S, C/Ceq, exponent of S, exponent of C/Ceq
  1e-05  0.02485  1.02485  0.9939  0.0241
  1e-04  0.23607  1.23607  0.9472  0.1809
  1e-03  1.74166  2.74166  0.7673  0.4874
  1e-02  8.19804  9.19804  0.5981  0.5330
  1e-01  29.68596  30.68596  0.5316  0.5142
  1e+00  98.02000  99.02000  0.5100  0.5048
v quadrupled from 0.01 nm/s: S times 2.1022, C/Ceq times 1.9926
S within 10% of sqrt(r), k1 = 0 nm/s: r = 89.75, v = 0.00898 nm/s
S within 10% of sqrt(r), k1 = 4 nm/s: r = 359.00, v = 0.03590 nm/s
pair-event count, no oxidation: mean n = 20.00000 (equilibrium number 20)
pair-event count, b = 1, r = 1: mean n = 28.348, rate law 28.284
pair-event count, b = 1, r = 100: mean n = 201.121, rate law 200.998
pair-event count, b = 2, r = 1: mean n = 24.735, rate law 24.721
pair-event count, b = 2, r = 100: mean n = 184.061, rate law 183.961
diffusion time L^2/D = 1.00 s, tau = 24.876 s
late relaxation time from diffusion run = 25.223 s
start-up: t (s), mean S from diffusion, S from tanh formula
  10  1.9305  1.9353
  25  4.3984  4.4139
  50  7.0384  7.0623
  100  8.7479  8.7586
  500  9.0499  9.0499
largest difference in S = 0.0238, mixing estimate G*L/(3*D*Ceq) = 0.0667
v*C divided by injected flux = 5.02e-04
parabolic growth from 360 s to 3600 s: final S = 9.06717
instantaneous steady S = 9.04988, lag = 0.01729, lag formula = 0.01719
```
